# The Goeppert-Mayer transformation: states, energy and populations in a field

A particle of mass $m$ and charge $q$ is bound by a static local potential energy $V(\mathbf r)$ centred at $\mathbf r=0$. It is exposed to light whose wavelength is much larger than the region the particle occupies. The Coulomb gauge is used with no scalar potential for the light, so that $\mathbf E=-\partial\mathbf A/\partial t$. The field is classical and vanishes before $t=0$, with $\mathbf A=0$ there. The field-free Hamiltonian and its levels are

$$H_0=\frac{\mathbf p^2}{2m}+V(\mathbf r),\qquad H_0|n\rangle=\mathcal E_n|n\rangle .$$

The problem is to change from a coupling through $\mathbf A\cdot\mathbf p$ to one through $\mathbf E\cdot\mathbf r$, and to find out what energy and level population mean in each description during the pulse.

## (a) The starting Hamiltonian

**Write the minimally coupled Hamiltonian in the long-wavelength approximation. What does the $\mathbf A^2$ term do?**

**Solution.** Minimal coupling replaces $\mathbf p$ by $\mathbf p-q\mathbf A(\mathbf r,t)$. Since $\mathbf A$ hardly varies across the bound system, it is replaced by its value at the centre, $\mathbf A(t)$. This drops the magnetic field of the light and the spatial variation of its electric field. Then

$$H_A=\frac{[\mathbf p-q\mathbf A(t)]^2}{2m}+V .$$

A uniform $\mathbf A$ commutes with $\mathbf p$, so the two cross terms of the square are equal:

$$H_A=H_0-\frac{q}{m}\mathbf A\cdot\mathbf p+\frac{q^2\mathbf A^2}{2m}.$$

The last term is a number depending on time alone. To remove it, write

$$\psi_A=\exp\left[-\frac{i}{\hbar}\int_0^t\frac{q^2\mathbf A^2(t')}{2m}dt'\right]\tilde\psi_A .$$

Differentiating the exponential produces $q^2\mathbf A^2/2m$ times $\psi_A$ on the left of the Schrödinger equation, which cancels the same term on the right. Thus $\tilde\psi_A$ obeys the equation with the $\mathbf A\cdot\mathbf p$ term alone. The two functions differ by a common phase, which no population can detect. The term is kept here because it is part of the kinetic energy, as part (c) shows.

## (b) The transformed equation of motion

**Let**

$$T(t)=\exp\left[-\frac{i}{\hbar}q\,\mathbf r\cdot\mathbf A(t)\right],\qquad \psi_E=T\psi_A .$$

**Find the Hamiltonian that governs $\psi_E$.**

**Solution.** The operator $T$ is unitary, because its exponent is $-i$ times a Hermitian operator. The product rule and $i\hbar\,\partial_t\psi_A=H_A\psi_A$ give

$$i\hbar\,\partial_t\psi_E=i\hbar\,\dot T\psi_A+TH_A\psi_A .$$

Inserting $\psi_A=T^\dagger\psi_E$ shows that the new Hamiltonian is

$$H_E=TH_AT^\dagger+i\hbar\,\dot T\,T^\dagger .$$

For the first term we need the transformed momentum. Acting on any function $f$,

$$T\mathbf pT^\dagger f=-i\hbar\,T\nabla\left(e^{iq\mathbf r\cdot\mathbf A/\hbar}f\right)
=-i\hbar\left(\frac{iq}{\hbar}\mathbf A f+\nabla f\right)=(\mathbf p+q\mathbf A)f .$$

Therefore $T(\mathbf p-q\mathbf A)T^\dagger=\mathbf p$. Inserting $T^\dagger T=1$ between the two factors of the square gives $T(\mathbf p-q\mathbf A)^2T^\dagger=\mathbf p^2$. A local $V(\mathbf r)$ commutes with $T$, so

$$TH_AT^\dagger=\frac{\mathbf p^2}{2m}+V=H_0 .$$

For the second term, differentiate the exponent. Its values at different times commute, so the ordinary chain rule holds:

$$i\hbar\,\dot T\,T^\dagger=i\hbar\left(-\frac{iq}{\hbar}\mathbf r\cdot\dot{\mathbf A}\right)=q\,\mathbf r\cdot\dot{\mathbf A}=-q\,\mathbf r\cdot\mathbf E .$$

The result is

$$\boxed{H_E=\frac{\mathbf p^2}{2m}+V-q\,\mathbf r\cdot\mathbf E(t)}$$

No expansion in the field strength was made. Within the long-wavelength model the two equations are equivalent for any pulse. The $\mathbf A^2$ term has been absorbed; had it been dropped at the start, $H_E$ would contain the extra number $-q^2\mathbf A^2/2m$.

The same step can be read as a gauge change, $\mathbf A'=\mathbf A+\nabla\chi$, $\phi'=-\partial_t\chi$, $\psi'=e^{iq\chi/\hbar}\psi$, with $\chi=-\mathbf r\cdot\mathbf A(t)$. It gives $\mathbf A'=0$ and $q\phi'=q\mathbf r\cdot\dot{\mathbf A}=-q\mathbf r\cdot\mathbf E$.

Locality of $V$ matters. A nonlocal potential with kernel $V(\mathbf r,\mathbf r')$ becomes $e^{-iq(\mathbf r-\mathbf r')\cdot\mathbf A/\hbar}V(\mathbf r,\mathbf r')$ under $T$. The simple $H_E$ then follows only if the $A$ form already carries the opposite phase in its potential.

## (c) The energy operator

**Define the energy of the particle as kinetic energy plus binding energy. Which operator represents it in each form, and how does its mean value change in time? What is obtained if $H_0$ is used with $\psi_A$?**

**Solution.** Kinetic energy is $m\mathbf v^2/2$, so the velocity operator comes first. In the $A$ form,

$$\mathbf v_A=\frac{i}{\hbar}[H_A,\mathbf r]=\frac{\mathbf p-q\mathbf A}{m}.$$

The energy operator is therefore

$$K_A=\frac{(\mathbf p-q\mathbf A)^2}{2m}+V .$$

An observable must give the same mean value in both forms. From $\langle\psi_A|O_A|\psi_A\rangle=\langle\psi_E|TO_AT^\dagger|\psi_E\rangle$ it follows that

$$O_E=TO_AT^\dagger .$$

Hence $\mathbf v_E=\mathbf p/m$ and $K_E=H_0$. There is no time-derivative term in this rule. That term belongs to the Hamiltonian as generator of the motion, since the generator must also account for the changing transformation. In the $A$ form the generator and the energy operator coincide, $H_A=K_A$. In the $E$ form they differ by the interaction, $H_E=K_E-q\mathbf r\cdot\mathbf E$.

The rate of change in the $E$ form follows from the commutator with $H_E$. Using $[r_j,\mathbf p^2]=2i\hbar p_j$,

$$\frac{d\langle H_0\rangle_E}{dt}=\frac{i}{\hbar}\left\langle\left[-q\mathbf r\cdot\mathbf E,\frac{\mathbf p^2}{2m}\right]\right\rangle_E
=-\frac{iq}{\hbar}\,\frac{2i\hbar}{2m}\,\mathbf E\cdot\langle\mathbf p\rangle_E=q\mathbf E\cdot\langle\mathbf v\rangle .$$

In the $A$ form $K_A$ commutes with the generator, being equal to it, and only its explicit time dependence contributes:

$$\frac{d\langle K_A\rangle_A}{dt}=-\frac{q}{m}\dot{\mathbf A}\cdot\langle\mathbf p-q\mathbf A\rangle_A=q\mathbf E\cdot\langle\mathbf v\rangle .$$

Both forms give the power delivered by the electric force, which supports the chosen definition of energy.

Now use $H_0$ with $\psi_A$. There $\mathbf p=m\mathbf v_A+q\mathbf A$, and $\mathbf A$ commutes with $\mathbf v_A$, so

$$\frac{\mathbf p^2}{2m}=\frac{m\mathbf v_A^2}{2}+q\mathbf A\cdot\mathbf v_A+\frac{q^2\mathbf A^2}{2m},$$

$$\langle H_0\rangle_A=\langle K\rangle+q\mathbf A\cdot\langle\mathbf v\rangle+\frac{q^2\mathbf A^2}{2m}.$$

The last two terms are not energy of the particle. They arise from reading the canonical momentum as mass times velocity.

## (d) Level populations

**Give the population of level $n$ in both forms. What does the bare projection $|\langle n|\psi_A\rangle|^2$ represent?**

**Solution.** A level is an eigenstate of the energy operator. In the $E$ form this is $|n\rangle$. In the $A$ form it is $T^\dagger|n\rangle$, because $K_A=T^\dagger H_0T$ gives

$$K_AT^\dagger|n\rangle=T^\dagger H_0|n\rangle=\mathcal E_nT^\dagger|n\rangle .$$

The level energies are unchanged, while the wave functions acquire the phase $e^{iq\mathbf r\cdot\mathbf A/\hbar}$. The population is

$$\boxed{P_n=|\langle n|\psi_E\rangle|^2=|\langle n|T|\psi_A\rangle|^2}$$

These are populations of field-free levels. They are not populations of states polarized by the instantaneous field. For the potential of part (f), which levels off smoothly and without oscillation at large distance, $H_E$ with a fixed $E\neq0$ has no bound eigenstates at all. On the side where $-qxE$ falls without limit the local momentum grows as $|x|^{1/2}$, so every solution oscillates there with an amplitude proportional to $|x|^{-1/4}$, and its square cannot be integrated. A polarized level is then only a resonance, long-lived if the field is weak.

The bare projection is

$$P_n^{\rm bare}=|\langle n|\psi_A\rangle|^2=|\langle n|T^\dagger|\psi_E\rangle|^2 .$$

It equals $P_n$ whenever $\mathbf A=0$, since then $T=1$. The value of $\mathbf E$ at that moment is irrelevant. For $\mathbf A\neq0$ the two generally differ.

Two ideal ways of ending the pulse at time $t_1$ show what each quantity means.

- Let $\mathbf E$ drop to zero, so that $\mathbf A$ stays at $\mathbf A(t_1)$. Afterwards $H_E=H_0$, and the $P_n$ remain fixed. They are the populations left in the undisturbed system.
- Let $\mathbf A$ itself drop to zero in a vanishing time. This requires an electric impulse $\int\mathbf E\,dt=\mathbf A(t_1)$, which transfers the momentum $q\mathbf A(t_1)$. The Hamiltonian $H_A$ has no impulsive term, so $\psi_A$ has no time to change. Afterwards $T=1$, and the populations are the $P_n^{\rm bare}$ of time $t_1$.

The bare projection thus describes the system after an additional kick. The first case also shows that an absent electric field is not sufficient for its use: if a pulse leaves a constant $\mathbf A\neq0$, the bare projection continues to differ from the population.

## (e) First-order amplitudes

**The system starts in level $i$. Compare the first-order amplitudes for a level $f\neq i$ calculated with the same bare states in the two forms.**

**Solution.** Let $\omega_{fi}=(\mathcal E_f-\mathcal E_i)/\hbar$, and let $c_f$ be the projection on $|f\rangle$ with its free phase removed. The initial phase is chosen so that $c_i(0)=1$. The number $q^2\mathbf A^2/2m$ does not connect different levels. First-order perturbation theory gives

$$c_f^{A}(t)=\frac{iq}{\hbar m}\int_0^t\mathbf A\cdot\mathbf p_{fi}\,e^{i\omega_{fi}t'}dt',\qquad
c_f^{E}(t)=\frac{iq}{\hbar}\int_0^t\mathbf E\cdot\mathbf r_{fi}\,e^{i\omega_{fi}t'}dt' .$$

To relate the matrix elements, take $[\mathbf r,H_0]=i\hbar\mathbf p/m$ between $\langle f|$ and $|i\rangle$. The left side is $(\mathcal E_i-\mathcal E_f)\mathbf r_{fi}=-\hbar\omega_{fi}\mathbf r_{fi}$, hence

$$\mathbf p_{fi}=im\omega_{fi}\mathbf r_{fi}.$$

Insert this in $c_f^A$ and use $i\omega_{fi}e^{i\omega_{fi}t'}=d(e^{i\omega_{fi}t'})/dt'$. Integration by parts, with $\mathbf A(0)=0$ and $-\dot{\mathbf A}=\mathbf E$, gives

$$\boxed{c_f^A(t)=c_f^E(t)+\frac{iq}{\hbar}\mathbf A(t)\cdot\mathbf r_{fi}\,e^{i\omega_{fi}t}}$$

The extra term is the first-order part of $T^\dagger=1+iq\mathbf r\cdot\mathbf A/\hbar+\dots$ acting on the initial state. It does not accumulate with time and vanishes with $\mathbf A$. After a pulse that returns $\mathbf A$ to zero, both calculations give the same transition amplitude.

For a field that varies slowly compared with $e^{i\omega_{fi}t}$, the amplitude $c_f^E$ can itself be integrated by parts twice. The lower limit contributes $-\frac{q}{\hbar\omega_{fi}}\mathbf r_{fi}\cdot\left(\mathbf E+\frac{i}{\omega_{fi}}\dot{\mathbf E}\right)$ evaluated at $t=0^+$, which is negligible only if the field is switched on smoothly. Assuming this, and dropping higher derivatives,

$$c_f^E(t)\approx\frac{q}{\hbar\omega_{fi}}\mathbf r_{fi}\cdot\left(\mathbf E+\frac{i}{\omega_{fi}}\dot{\mathbf E}\right)e^{i\omega_{fi}t}.$$

This is the adiabatic response of the charge cloud. At a maximum of $\mathbf A$, where $\mathbf E=0$ and $|\dot{\mathbf E}|\approx\omega^2|\mathbf A|$ for light of frequency $\omega$, it is smaller than the extra term by roughly $(\omega/\omega_{fi})^2$. The bare amplitude is then almost entirely due to the phase in $T^\dagger$.

## (f) An electron in a pulse

**Take a one-dimensional electron in atomic units ($\hbar=m=1$, $q=-1$) with $V=-1/\sqrt{x^2+2}$, initially in its ground state, and the pulse**

$$A(t)=A_0\sin^2\left(\frac{\pi t}{\tau}\right)\cos\left[\omega\left(t-\frac{\tau}{2}\right)\right],\quad 0\le t\le\tau,$$

**with $A_0=0.2$, $\omega=0.05$ and $\tau$ equal to four optical cycles. Compare true and bare quantities during the pulse.**

**Solution.** The lowest levels are $\mathcal E_0=-0.5000$ and $\mathcal E_1=-0.2329$ hartree, with gap $\Delta=0.2671$ hartree and $|x_{10}|=1.2996$ bohr. The numerical check propagates $\psi_A$ from $A(t)$ and $\psi_E$ from $E(t)$ separately. At the three times below, the norm of $T\psi_A-\psi_E$ is at most $7.3\times10^{-5}$, for states of norm one.

| Moment | $A$ | $E$ | $P_1$ | $P_1^{\rm bare}$ |
|---|---|---|---|---|
| $A$ at its peak | 0.200 | 0 | $9.0\times10^{-5}$ | $6.4\times10^{-2}$ |
| quarter cycle later | 0 | 0.0096 | $2.4\times10^{-3}$ | $2.4\times10^{-3}$ |
| end of pulse | 0 | 0 | $1.6\times10^{-7}$ | $1.6\times10^{-7}$ |

*At the peak of $A$.* The bare projection suggests an excitation of 6.4%, about 700 times the true population. Its size follows from the extra term of part (e):

$$(A_0x_{10})^2=(0.2\times1.2996)^2=0.068 ,$$

of the same size as the full value 0.064. The closeness is partly a cancellation. The complete first-order amplitude, which also contains $c_1^E$, is 20 times that of the weaker pulse below and gives $(20\times1.348\times10^{-2})^2=0.073$; terms of higher order in $A_0$ lower this to 0.064. The ground level has $P_0=0.9999$, but its bare projection is 0.927.

The energy shows the same effect. The true mean energy is $-0.499976$ hartree, while $\langle H_0\rangle_A=-0.478619$ hartree. With the computed $\langle v\rangle=-0.00678$, part (c) predicts the difference

$$qA\langle v\rangle+\tfrac12q^2A^2=(-1)(0.2)(-0.00678)+\tfrac12(0.2)^2=0.00136+0.02000=0.02136 .$$

This is 0.0214 hartree, or 0.58 eV. The energy actually gained from the field up to this moment is $2.4\times10^{-5}$ hartree, in agreement with the integrated power $qE\langle v\rangle$.

*A quarter cycle later.* Now $A=0$, and the true and bare populations agree although the electric field is on. The value of $P_1$ is mostly adiabatic polarization. The leading term of part (e) gives

$$\left(\frac{Ex_{10}}{\Delta}\right)^2=\left(\frac{0.00962\times1.2996}{0.2671}\right)^2=2.2\times10^{-3},$$

compared with $2.4\times10^{-3}$ from the propagation. Most of this population is returned: at the end of the pulse $P_1$ is about $1.6\times10^{-7}$.

*If $A$ stayed at $A_0$ with $E=0$.* An electron truly in its ground level would have the constant bare projection $|\langle0|e^{iqA_0x}|0\rangle|^2=0.931$. The apparent loss of 7% would persist with no field acting.

*A weaker pulse.* With $A_0=0.01$ the first-order formulas can be compared with propagation. At the peak of $A$ the magnitudes are

$$|c_1^A|=1.348\times10^{-2},\qquad |c_1^E|=4.83\times10^{-4},\qquad |A_0x_{10}|=1.300\times10^{-2}.$$

The propagated amplitudes agree with the first two to the digits shown. The last two add up to the first, so the two contributions are nearly in phase here. The adiabatic formula explains this. At the peak $E=0$, and differentiating the pulse twice gives $\dot E=A_0[\omega^2+2(\pi/\tau)^2]$. Since $\pi/\tau=\omega/8$, this is $A_0\omega^2(1+1/32)>0$, and the term $iqx_{10}\dot E/\Delta^2$ has the same phase as $iqA_0x_{10}$. Its size is

$$\frac{1.2996\times0.01\times0.0025\times1.031}{(0.2671)^2}=4.7\times10^{-4},$$

about 3% below the first-order integral. No better than a few per cent can be expected. This pulse starts with $\dot E(0^+)=-2A_0(\pi/\tau)^2=-A_0\omega^2/32$, so the neglected lower-limit term has $1/33$ of the size of the retained one, and the neglected higher-derivative term is of relative order $(\omega/\Delta)^2\approx0.035$.

## (g) Keeping only two levels

**Restrict the $A$ form to the bare states $|0\rangle$ and $|1\rangle$ of part (f). Does the equivalence survive?**

**Solution.** The diagonal elements of $p$ vanish by parity. Apart from the common number $q^2A^2/2m$, the restricted energy operator is

$$K_A^{(2)}=\begin{pmatrix}\mathcal E_0&-qAp_{10}^*/m\\-qAp_{10}/m&\mathcal E_1\end{pmatrix}.$$

The eigenvalues of a Hermitian two-by-two matrix differ by the square root of the squared diagonal difference plus four times the squared modulus of the off-diagonal element:

$$\Delta^{(2)}=\sqrt{\Delta^2+\frac{4q^2A^2|p_{10}|^2}{m^2}} .$$

With $|p_{10}|=0.3471$ and $A=0.2$,

$$\Delta^{(2)}=\sqrt{(0.2671)^2+4(0.2)^2(0.3471)^2}=\sqrt{0.07134+0.01928}=0.3010\ \text{hartree}.$$

The correct gap of $K_A$ is $\Delta=0.2671$ hartree, as part (d) requires and as diagonalization on the full grid confirms. The restricted gap is 13% too large. The reason is that $T^\dagger|0\rangle$ and $T^\dagger|1\rangle$ contain other bare states, which the restriction has removed. The equivalence is therefore lost.

It is restored if the $A$ form is restricted to the transformed pair $T^\dagger|0\rangle$, $T^\dagger|1\rangle$. Writing $\psi_A=T^\dagger(a_0|0\rangle+a_1|1\rangle)$ and projecting the Schrödinger equation on that pair gives the matrix elements of $TH_AT^\dagger+i\hbar\dot TT^\dagger=H_E$ between $|0\rangle$ and $|1\rangle$. These are the two-level equations of the $E$ form. Whether two levels suffice for a given pulse remains a separate question, but $|a_0|^2$ and $|a_1|^2$ then have the meaning of level populations throughout the pulse.

## Numbers as computed

```
All values in atomic units (a.u.) unless marked
A0 = 0.200 a.u., omega = 0.050 a.u., cycles = 4
pulse length tau = 502.65 a.u., time step = 0.03142 a.u.
grid points = 512, box length = 160.0 bohr
level E0 = -0.500000 hartree
level E1 = -0.232903 hartree
level E2 = -0.133829 hartree
gap E1-E0 = 0.267097 hartree
|x10| = 1.29958 bohr, |p10| = 0.34711 a.u.
[A peak] t = 251.33, A = 0.20000, E = 0.000000 a.u.
  norm of T psi_A - psi_E = 1.6e-05
  true populations P0, P1, P2 = 0.999910, 8.972e-05, 1.826e-08
  bare populations P0, P1, P2 = 0.926654, 6.436e-02, 2.635e-03
  energy <K> = -0.499976, bare <H0>_A = -0.478619 hartree
  <v> = -0.006782 a.u., work done = 2.426e-05 hartree
  energy gained <K>-E0 = 2.423e-05 hartree
[A zero] t = 282.74, A = -0.00000, E = 0.009619 a.u.
  norm of T psi_A - psi_E = 1.6e-05
  true populations P0, P1, P2 = 0.997569, 2.380e-03, 1.042e-05
  bare populations P0, P1, P2 = 0.997569, 2.380e-03, 1.042e-05
  energy <K> = -0.499342, bare <H0>_A = -0.499342 hartree
  <v> = 0.000535 a.u., work done = 6.580e-04 hartree
  energy gained <K>-E0 = 6.580e-04 hartree
[pulse end] t = 502.65, A = 0.00000, E = -0.000000 a.u.
  norm of T psi_A - psi_E = 7.3e-05
  true populations P0, P1, P2 = 1.000000, 1.566e-07, 3.413e-10
  bare populations P0, P1, P2 = 1.000000, 1.564e-07, 3.364e-10
  energy <K> = -0.500000, bare <H0>_A = -0.500000 hartree
  <v> = 0.000167 a.u., work done = 5.566e-08 hartree
  energy gained <K>-E0 = 5.630e-08 hartree
bare energy error at A peak = 0.021356 hartree = 0.5811 eV
q^2 A0^2/2m = 0.020000 hartree
K_A levels at A peak = -0.500000, -0.232903, -0.133829 hartree
bare P0 of true ground state, constant A0 = 0.931312
weak pulse A0 = 0.010 a.u., amplitudes at its A peak:
  |c1| bare A form: first order 1.3478e-02, propagated 1.3476e-02
  |c1| E form: first order 4.8269e-04, propagated 4.8268e-04
  |boundary term| = 1.2996e-02
two-level A-form gap at A peak = 0.301030 hartree
```
